# Why H2 and D2 do not exchange easily through a square

**Question.** Two molecules, H–H and D–D, lie side by side. If both old bonds break while two H–D bonds form, the four nuclei can pass through a square. Two bonds are lost and two are gained, so why is this concerted exchange called symmetry forbidden, and what does it cost in energy?

**Answer.**

## The four orbitals and their mirror labels

The electronic energy is treated in the Born–Oppenheimer approximation: electrons move around fixed nuclei. Hydrogen and deuterium nuclei have the same charge, so all four centres are electronically equivalent. The masses matter for the motion of the nuclei, but not for this energy surface.

Number the corners of a rectangle 1, 2, 3, 4 in order. Atoms 1 and 2 form H–H; atoms 3 and 4 form D–D. These old bonds have length $a$. The future H–D bonds, 2–3 and 4–1, have length $b$. Reactants have $a<b$, products have $a>b$, and the square has $a=b$.

Two mirror planes perpendicular to the plane of the nuclei survive along the whole rectangular path. Plane $M$ lies between the reactant molecules and exchanges 1 with 4 and 2 with 3. Plane $N$ bisects both old bonds and exchanges 1 with 2 and 3 with 4. With one s function $s_i$ on each atom, there are four combinations, given here without normalization:

$$g=s_1+s_2+s_3+s_4,\qquad r=s_1+s_2-s_3-s_4,$$

$$p=s_1-s_2-s_3+s_4,\qquad u=s_1-s_2+s_3-s_4.$$

Under $(M,N)$, $g$ is (even, even), $r$ is (odd, even), $p$ is (even, odd) and $u$ is (odd, odd). Each pair of labels occurs once. An electronic operator with both mirror symmetries cannot mix functions with different labels, so these are the orbitals at every rectangle, whatever the strengths of the interactions.

In the reactants, $g$ and $r$ are the two combinations of the bonding orbitals of H–H and D–D. Both have equal signs across each old bond. They hold the four electrons. In the products, the bonding combinations across the new bonds are $g$ and $p$. Orbital $r$ has opposite signs across each new bond and has become antibonding there.

The occupied labels therefore change from $g^2r^2$ to $g^2p^2$. If the electrons stayed in the orbitals they started in, the reactants would arrive at a doubly excited configuration of the products. That mismatch is the meaning of "symmetry forbidden".

## Where the levels cross

First neglect overlap between different s functions. Let $\alpha$ be the energy of one function, $\beta_1$ the coupling across an old bond, $\beta_2$ that across a new bond, and $\delta$ that across a diagonal. All three couplings are negative, and $|\delta|$ is smaller than $|\beta_1|$ and $|\beta_2|$.

If an orbital has coefficients $c_i$, its energy $\varepsilon$ follows from the equation at corner 1:

$$\varepsilon c_1=\alpha c_1+\beta_1c_2+\delta c_3+\beta_2c_4.$$

Inserting the four sign patterns gives

$$\varepsilon_g=\alpha+\beta_1+\beta_2+\delta,\qquad
\varepsilon_r=\alpha+\beta_1-\beta_2-\delta,$$

$$\varepsilon_p=\alpha-\beta_1+\beta_2-\delta,\qquad
\varepsilon_u=\alpha-\beta_1-\beta_2+\delta.$$

Subtracting the middle two removes both $\alpha$ and $\delta$:

$$\varepsilon_r-\varepsilon_p=2(\beta_1-\beta_2).$$

On the reactant side the old bonds are shorter, so $\beta_1$ is more negative than $\beta_2$ and $r$ lies below $p$. On the product side the order is reversed. The levels meet when $\beta_1=\beta_2$, at the square. A quarter turn of the square also converts $r$ into $p$, up to a sign, so their equality there does not depend on neglecting overlap, provided the average field acting on the electrons has the symmetry of the square.

When $b$ is very large, $\beta_2$ and $\delta$ vanish. Then $g$ and $r$ both have energy $\alpha+\beta_1$, while $p$ and $u$ both have $\alpha-\beta_1$. These are the bonding and antibonding levels of two separate molecules.

## Why the new contacts do not help

The crossing alone does not say how high the barrier is. Add the energies of the four electrons in the reactant configuration:

$$E_R=2\varepsilon_g+2\varepsilon_r
=2(2\alpha+2\beta_1)=4\alpha+4\beta_1.$$

The new coupling and the diagonal coupling have cancelled. What $g$ gains from the approach of the molecules, $r$ loses.

Bond orders show the same thing. With normalized coefficients of size $1/2$, the bond order between atoms $i$ and $j$ is twice the sum of $c_ic_j$ over the occupied orbitals. For an old bond it is $2(1/4+1/4)=1$. For a new bond it is $2(1/4-1/4)=0$. The reactant configuration contains no partly formed H–D bond, however close the molecules come.

In the same way, the product configuration has $E_P=4\alpha+4\beta_2$. The lower of the two energies follows the old bonds up to the square and the new bonds after it. At the square all sides are stretched, but the binding is still worth just two bonds of that stretched length.

## Why six centres behave differently

Three H2 molecules in a ring give a useful control. Let the couplings around a ring alternate between $\beta_1$ and $\beta_2$, without diagonal couplings. Treat each old pair as a repeating unit, with a phase change $\theta$ from one unit to the next. The two functions in a unit are then coupled by $\beta_1+\beta_2e^{-i\theta}$, and the levels are

$$\varepsilon_\pm(\theta)=\alpha\pm
\sqrt{\beta_1^2+\beta_2^2+2\beta_1\beta_2\cos\theta}.$$

The phase must return to its starting value after a full circuit. Two pairs allow $\theta=0$ and $\pi$; three pairs allow $\theta=0$ and $\pm2\pi/3$. The gap between bonding and antibonding levels closes when the square root vanishes. For negative couplings this requires $\theta=\pi$ and $\beta_1=\beta_2$. The four-ring contains that phase, and the six-ring does not.

For equal couplings $\beta$, the square roots in the six-ring are $2|\beta|$, $|\beta|$ and $|\beta|$. Two electrons in each bonding level give a binding of

$$2(2+1+1)|\beta|=8|\beta|,$$

against $6|\beta|$ for three separate bonds with the same coupling. The frontier gap is $2|\beta|$. In the four-ring the binding is $4|\beta|$, the same as for two separate bonds, and the gap is zero. In this model without overlap, the six-ring gains energy by sharing its electrons around the ring; the four-ring does not.

## Overlap turns no gain into repulsion

Real s functions overlap. Let $S_1$ be the overlap across an old bond and $S'$ the sum of the new-bond and diagonal overlaps from one atom. As a simple model, measure energies from $\alpha$ and let each coupling be $-k$ times its overlap, with $k>0$. Dividing by the norm of each orbital gives

$$\varepsilon_g=-k\frac{S_1+S'}{1+S_1+S'},\qquad
\varepsilon_r=-k\frac{S_1-S'}{1+S_1-S'}.$$

Write $A=1+S_1$ and use $x/(1+x)=1-1/(1+x)$. The sum of the two levels is

$$\varepsilon_g+\varepsilon_r
=-k\left[2-\frac1{A+S'}-\frac1{A-S'}\right]
=-k\left[2-\frac{2A}{A^2-S'^2}\right].$$

Two isolated molecules with the same $a$ have two bonding levels whose sum is $-k(2-2/A)$. Subtract this, then multiply by two because each orbital holds two electrons:

$$\Delta E=4k\left[\frac{A}{A^2-S'^2}-\frac1A\right]
=\frac{4kS'^2}{(1+S_1)\left[(1+S_1)^2-S'^2\right]}.$$

The norm of $r$ requires $A>S'$, so $\Delta E$ is positive. Overlap raises $r$ by more than it lowers $g$. This is the repulsion between two filled bonds, and for small $S'$ it grows as $S'^2$.

At the square considered below, the s functions of the minimal basis have $S_1=0.3337$ and $S'=0.4843$. With the round value $k=10$ eV,

$$\Delta E=\frac{4(10)(0.4843)^2}
{1.3337\,(1.3337^2-0.4843^2)}\ \text{eV}\approx4.6\ \text{eV}.$$

The size depends on the chosen $k$; the positive sign does not.

## Forbidden does not mean impossible

Orbitals $r$ and $p$ cannot mix, but the complete configurations $g^2r^2$ and $g^2p^2$ can. Every orbital in them is doubly occupied, so any odd mirror sign appears squared. Both configurations are even under both planes.

They differ in the orbitals of two electrons. The repulsion between electrons can move this pair from $r$ to $p$, with the coupling

$$K=(rp|rp).$$

This is the electrostatic self-repulsion of the charge distribution $r(\mathbf x)p(\mathbf x)$, so it is positive. Keeping just these two configurations gives the energies

$$E_\pm=\frac{E_R+E_P}{2}\pm W,\qquad
W=\sqrt{\Delta^2+K^2},\qquad
\Delta=\frac{E_P-E_R}{2}.$$

Here $E_R$ and $E_P$ are full configuration energies, including electron and nuclear repulsion. At the square they are equal, $\Delta=0$, and the lower energy is $E_R-K$. The equation for the coefficients of this state is $Kc_R+Kc_P=0$, so $c_P=-c_R$: the two configurations enter with equal weight and opposite sign.

The sharp crossing has become a smooth maximum along the rectangular path. Symmetry therefore does not set the rate to zero. It leaves a high barrier, because both configurations are already high in energy where they meet.

The weight of $g^2r^2$ in the lower state is the derivative of $E_-$ with respect to $E_R$:

$$c_R^2=\frac{\partial E_-}{\partial E_R}
=\frac12\left(1+\frac{\Delta}{W}\right).$$

It tends to 1 when $\Delta\gg K$ and equals $1/2$ at the square.

## Following the four s functions in numbers

The STO-3G basis places one s function on each hydrogen atom, so it contains just the four orbitals above. The path holds the product $ab$ fixed and passes through a square of side 1.312 Å. The orbital energies use an average field with two electrons in $g$ and one each in $r$ and $p$, which treats both sides of the path alike.

| $a$ (Å) | $b$ (Å) | $\varepsilon_r$ (eV) | $\varepsilon_p$ (eV) |
|---:|---:|---:|---:|
| 0.796 | 2.163 | −9.4 | 10.8 |
| 1.312 | 1.312 | −0.8 | −0.8 |
| 2.163 | 0.796 | 10.8 | −9.4 |

The occupied level rises, the empty level falls, and they exchange places. Full configuration interaction (full CI), which mixes all arrangements of the electrons within the chosen basis, shows the electrons following the change. The weight of $g^2r^2$ falls from 0.97 at the first point to 0.45 at the square and 0.005 at the last. At the square $g^2p^2$ also has weight 0.45; the remaining 0.10 belongs to other configurations.

The two-configuration formula can be tried just before the square, at $a=1.248$ Å. There $E_R=11.836$ eV and $E_P=16.054$ eV, relative to two relaxed H2 molecules at full CI, so $\Delta=2.109$ eV. Taking $K=2.454$ eV from the square gives $W=3.236$ eV and $c_R^2=0.83$. In full CI the share of $g^2r^2$ within the pair is $0.7326/(0.7326+0.1696)=0.81$. Two configurations describe the exchange of character well at this point.

They are less good for energies. At the square they predict a gap of $2K=4.9$ eV to the upper mixture, whereas full CI gives 3.9 eV to the next state with a substantial share of these configurations.

The energy of the square in this basis can be divided as follows:

- Stretching two H2 molecules from equilibrium to 1.312 Å, without correlation, costs 8.035 eV.
- Bringing these stretched, filled bonds together costs 4.716 eV.
- Mixing the two configurations returns 2.454 eV.
- The remaining correlation in the square returns 3.116 eV.
- The relaxed molecules also had correlation energy, which lowers the reference and adds 1.105 eV.

The sum is

$$8.035+4.716-2.454-3.116+1.105=8.286\ \text{eV}.$$

The division depends on the order of the steps, but it shows that mixing recovers only part of the cost of stretching and repulsion.

## The barrier compared with a broken bond

A minimal basis is too rigid for a useful barrier. In the larger 6-31G basis, full CI gives a best square of side 1.31 Å, lying above two H2 molecules by

$$E_\square=6.34\ \text{eV}=612\ \text{kJ/mol}.$$

Any continuous rectangular path from $a<b$ to $a>b$ must pass through $a=b$. Its highest point therefore cannot lie below the best square. At this level of theory, 6.34 eV is a lower limit for the barrier of every planar rectangular path on the lowest singlet surface.

Breaking one H2 bond completely costs 4.22 eV at the same level. The square is thus $6.34-4.22=2.12$ eV higher than one intact molecule and two free atoms. The concerted route was supposed to avoid the price of a broken bond, and it costs more.

The six-centre control fares better than the square. A regular H6 hexagon with sides of 1.01 Å lies 3.63 eV above three H2 molecules, again with full CI in 6-31G. This is below the cost of one broken bond. The value is sensitive to the basis: with polarization functions (CCSD(T) in cc-pVDZ, same side) it falls to about 2.8 eV, so the division given next holds for 6-31G only. An allowed reaction can still have a substantial barrier. Stretching three separate H2 molecules to 1.01 Å costs about 2.2 eV; the other 1.5 eV or so is net repulsion between them. The hexagon keeps its frontier gap, but the energy gain found in the simple ring model does not outweigh the repulsion which that model leaves out.

## What the square is, and what the number leaves out

A transition state has one independent direction in which the energy falls. Small distortions of the best square show more than one. Measure each distortion by the square root of the sum of the squared atomic displacements; the curvature is the second derivative of the energy with respect to this length. The energy falls towards a rectangle, with a curvature of roughly −110 eV/Å$^2$, and towards a trapezoid, with about −8 eV/Å$^2$. It rises for breathing, for distortion to a rhombus and for puckering out of the plane. These are 6-31G values; in cc-pVDZ the rectangle curvature is about −170 eV/Å$^2$, while the trapezoid curvature stays near −8 eV/Å$^2$. The trapezoid distortion has an equivalent partner turned by 90 degrees, so there are three downhill directions. The square is the lowest gateway among rectangles, but not a true transition state of the full surface. Less symmetric paths can go around it, and 6.34 eV must not be read as the threshold for every reaction between H2 and D2.

For the real molecules, the largest known weakness of these energies is the basis, which has no polarization functions on hydrogen. The H2 bond energy rises from 4.22 eV to 4.70 eV in the larger cc-pVTZ basis, close to the real electronic bond energy of roughly 4.7 eV. The square changes less. Full CI in cc-pVDZ gives a best side of 1.23 Å and an energy of 6.26 eV above two H2 molecules; in cc-pVTZ a square of side 1.25 Å lies 6.42 eV above them. The excess over bond breaking therefore falls from 2.12 eV to about 1.8 eV in cc-pVDZ and 1.7 eV in cc-pVTZ. The order is kept, but the 6-31G side, barrier and excess are uncertain by about 0.1 Å, 0.1 eV and 0.4 eV.

Reactants and products have the same electronic energy, so the overall reaction energy comes from the isotopic masses alone. In the harmonic approximation, the zero-point energy rises by 6.7 meV (6.8 meV with the cc-pVTZ force constant) from H2 + D2 to 2 HD, about 0.1% of the square's energy above the reactants. Zero-point motion near the square and tunnelling are not included.

Temperature shows what the excess energy means. At 1000 K, $k_BT=0.0862$ eV, and the Boltzmann factor of the square relative to H2 + 2 H is

$$\exp\left(-\frac{2.118}{0.0862}\right)\sim10^{-11}.$$

This is only a rough size: with the cc-pVTZ excess of about 1.7 eV the factor is near $10^{-9}$, about a hundred times larger. It also compares energies alone. A ratio of rates would also need entropies, concentrations and the later steps of the atomic route. The values along the whole path are listed in the numerical output.

## Numbers as computed

```
ONE-ELECTRON RINGS, equal couplings, zero overlap
Four-ring binding: 4.000 |beta|; two bonds: 4.000 |beta|
Six-ring binding: 8.000 |beta|; three bonds: 6.000 |beta|
Frontier gap, four-ring: 0.000 |beta|
Frontier gap, six-ring: 2.000 |beta|
Six-ring bond order: 0.6667
FOUR S FUNCTIONS, STO-3G; path keeps a*b constant
a/A b/A | g r p u orbital energies/eV
0.796 2.163 | -14.785 -9.417 10.847 16.659
1.074 1.602 | -14.534 -4.728 3.648 14.091
1.248 1.379 | -14.531 -1.836 0.273 13.648
1.312 1.312 | -14.531 -0.798 -0.798 13.618
1.379 1.248 | -14.531 0.273 -1.836 13.648
1.602 1.074 | -14.534 3.648 -4.728 14.091
2.163 0.796 | -14.785 10.847 -9.417 16.659
a/A | E(g2r2) E(g2p2) E(full CI)/eV above 2 H2 | weights g2r2 g2p2
0.796 | 1.641 42.170 0.363 | 0.9688 0.0045
1.074 | 6.871 23.624 4.425 | 0.9103 0.0230
1.248 | 11.836 16.054 7.757 | 0.7326 0.1696
1.312 | 13.856 13.856 8.286 | 0.4505 0.4505
1.379 | 16.054 11.836 7.757 | 0.1696 0.7326
1.602 | 23.624 6.871 4.425 | 0.0230 0.9103
2.163 | 42.170 1.641 0.363 | 0.0045 0.9688
Coupling K at square: 2.454 eV
Gap to next state containing g2r2 or g2p2: 3.850 eV
SQUARE ENERGY ACCOUNT, STO-3G
Stretch two H2, RHF: 8.035 eV
Closed-shell interaction: 4.716 eV
Two-configuration mixing: -2.454 eV
Remaining square correlation: -3.116 eV
Correlation of two relaxed H2 to add back: 1.105 eV
Square above two H2, STO-3G full CI: 8.286 eV
Overlap model: k=10.0 eV, S1=0.3337, S'=0.4843
Overlap-model repulsion at square: 4.554 eV
CORRELATED ENERGIES, 6-31G
H2 bond length, full CI: 0.746 A
H2 electronic bond energy, full CI: 4.224 eV
Best square side, full CI: 1.312 A
Square above two H2: 6.342 eV = 611.9 kJ/mol
Square above H2 + 2 H: 2.118 eV
Best regular H6 side, CCSD(T): 1.011 A
H6 hexagon above three H2: full CI 3.629 eV, CCSD(T) 3.637 eV
Square curvature, breathing: 7.06 eV/A^2
Square curvature, rectangle: -105.89 eV/A^2
Square curvature, rhombus: 6.99 eV/A^2
Square curvature, trapezoid: -8.39 eV/A^2
Square curvature, puckering: 3.34 eV/A^2
Negative curvatures among these five mode types: 2
SIZE OF OTHER EFFECTS
H2 bond energy, cc-pVTZ full CI: 4.700 eV
Harmonic zero-point change, H2 + D2 -> 2 HD: 6.74 meV
Thermal energy kT at 1000 K: 0.0862 eV
log10 Boltzmann factor, square versus H2 + 2 H: -10.67
```
